# Locked-Dipole Ion Capture and Its Overestimate for Thermally Rotating Molecules: verification in Python

```python
"""Locked-dipole ion capture and its failure for thermally rotating dipoles.

Result under test, in atomic units, for a singly charged ion:
    sigma(E) = pi * (sqrt(2*alpha/E) + D/E)
    k(T) = 2*pi/sqrt(m) * (sqrt(alpha) + D*sqrt(2/(pi*kT)))
D: permanent dipole, alpha: polarizability, m: reduced mass,
E: relative energy, kT: thermal energy.
The numerical work uses eV, angstrom and u. There the potential is
    V(r) = -A*cos(theta)/r**2 - P/(2*r**4),
with A = C*D, P = C*alpha and C = e^2/(4 pi eps0) in eV angstrom.
A locked dipole has cos(theta) = 1 at all times.
Classical trajectories of a linear rotor test the thermal overestimate.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammainc

# Round model parameters
ION_MASS, MOL_MASS = 40.0, 40.0      # u
DIPOLE, ALPHA = 0.4, 3.0             # e angstrom, angstrom^3
INERTIA = 20.0                       # u angstrom^2
TEMP, PRESSURE = 400.0, 0.010        # K, Torr
CONTACT = 3.0                        # angstrom
QUADRUPOLE = 0.5                     # e angstrom^2
ION_ENERGY = 1.5                     # eV, laboratory frame, presheath

C = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10
A, P = C * DIPOLE, C * ALPHA
KT = sc.k * TEMP / sc.e
MASS = ION_MASS * MOL_MASS / (ION_MASS + MOL_MASS)
# angstrom^2 * sqrt(eV/u) expressed in cm^3/s
TO_CGS = np.sqrt(sc.e / sc.atomic_mass) * 1e-20 * 1e6
MEAN_SPEED = np.sqrt(8 * KT / (np.pi * MASS))


def capture_b2(energy, r_min=0.1):
    """Largest b^2 allowing passage to r_min, by numerical search."""
    def allowed(log_r):
        r = np.exp(log_r)
        potential = -A / r**2 - P / (2 * r**4)
        return r**2 * (1 - potential / energy)
    found = minimize_scalar(allowed, bounds=(np.log(r_min), np.log(1e4)),
                            method="bounded", options={"xatol": 1e-9})
    return found.fun, np.exp(found.x)


def locked_b2(energy, a=A):
    return a / energy + np.sqrt(2 * P / energy)


def thermal_rate(r_min):
    """Maxwell average of v*sigma using the searched cross section."""
    def integrand(u):
        return 2 * u**3 * np.exp(-u*u) * capture_b2(u*u*KT, r_min)[0]
    area = quad(integrand, 0, 6.5, epsabs=1e-7, epsrel=1e-8, limit=200)[0]
    return np.pi * MEAN_SPEED * area * TO_CGS


# Cross section: search against closed form
for e_rel in (0.002, 0.03, 0.5, 4.0):
    b2_search, r_search = capture_b2(e_rel)
    assert abs(b2_search / locked_b2(e_rel) - 1) < 1e-7
    assert abs(r_search / (P / (2 * e_rel))**0.25 - 1) < 1e-4

# Thermal rate: quadrature against the closed form in atomic units
a0 = sc.physical_constants["Bohr radius"][0]
t_au = sc.physical_constants["atomic unit of time"][0]
hartree = sc.physical_constants["Hartree energy in eV"][0]
m_au = MASS * sc.atomic_mass / sc.m_e
d_au = DIPOLE * 1e-10 / a0
alpha_au = ALPHA * (1e-10 / a0)**3
kt_au = KT / hartree
k_langevin_au = 2 * np.pi * np.sqrt(alpha_au / m_au)
k_locked_au = k_langevin_au + 2 * np.pi * d_au * np.sqrt(
    2 / (np.pi * kt_au * m_au))
AU_TO_CGS = a0**3 / t_au * 1e6
k_langevin = k_langevin_au * AU_TO_CGS
k_locked = k_locked_au * AU_TO_CGS
k_quadrature = thermal_rate(0.1)
assert abs(k_quadrature / k_locked - 1) < 1e-5
x_par = d_au / np.sqrt(2 * alpha_au * kt_au)
assert abs(k_quadrature / k_langevin
           - (1 + 2 * x_par / np.sqrt(np.pi))) < 1e-4


# Equilibrium flux bound for a freely rotating dipole
def flux_area(r, a, p, kt):
    """r^2 times the orientation-averaged Boltzmann factor."""
    y = a / (r * r * kt)
    return r * r * np.exp(p / (2 * r**4 * kt)) * np.sinh(y) / y


def best_flux(a, p, kt):
    scale = np.sqrt(a / kt + np.sqrt(p / kt))
    found = minimize_scalar(
        lambda s: np.log(flux_area(np.exp(s), a, p, kt)),
        bounds=(np.log(0.25 * scale), np.log(5 * scale)),
        method="bounded", options={"xatol": 1e-10})
    return np.exp(found.fun), np.exp(found.x)


area_bound, r_bound = best_flux(A, P, KT)
k_bound = np.pi * MEAN_SPEED * area_bound * TO_CGS
bound_ratio = k_bound / k_locked
y_bound = A / (r_bound**2 * KT)


def boltzmann(c):
    return np.exp(A*c/(r_bound**2*KT) + P/(2*r_bound**4*KT))


norm = quad(boltzmann, -1, 1)[0]
alignment = quad(lambda c: c * boltzmann(c), -1, 1)[0] / norm
assert abs(r_bound**2 * norm / 2 / area_bound - 1) < 1e-8
assert abs(alignment - (1/np.tanh(y_bound) - 1/y_bound)) < 1e-8
assert bound_ratio < 1


def bound_over_locked(x):
    """Same ratio in units with P = kT = 1."""
    a = x * np.sqrt(2)
    locked = a + np.sqrt(2) * np.sqrt(np.pi) / 2
    return best_flux(a, 1.0, 1.0)[0] / locked


x_threshold = brentq(lambda x: bound_over_locked(x) - 1, 0.02, 5)
assert abs(bound_over_locked(x_par) / bound_ratio - 1) < 1e-5
assert all(bound_over_locked(x) < 1
           for x in np.linspace(1.01 * x_threshold, 40, 200))

# Classical trajectories
FLOOR = 0.03          # lowest sampled relative energy divided by kT
OVERSIZE = 1.5        # sampled b^2 range divided by locked b^2


def dot(a, b):
    return (a * b).sum(axis=0)


def rotate(axis, rate, time):
    """Exact free rotation of a linear rotor."""
    spin = np.sqrt(dot(rate, rate))
    angle = spin * time
    cosine = np.cos(angle)
    sine_over_spin = time * np.sinc(angle / np.pi)
    new_axis = axis * cosine + rate * sine_over_spin
    new_rate = rate * cosine - axis * spin**2 * sine_over_spin
    return new_axis, new_rate


def total_energy(pos, vel, axis, rate, a):
    r = np.sqrt(dot(pos, pos))
    return (0.5*MASS*dot(vel, vel) + 0.5*INERTIA*dot(rate, rate)
            - a*dot(axis, pos)/r**3 - P/(2*r**4))


def run_trajectories(number, a, kt_rot, start_factor, seed):
    """Capture rate divided by locked rate, for E > FLOOR*kT.

    Energies are drawn in proportion to their locked contribution,
    so the ratio is OVERSIZE times the captured fraction.
    """
    rng = np.random.default_rng(seed)
    weight = 2 * a / np.sqrt(2 * P * KT) / np.sqrt(np.pi)
    dipole_share = weight / (1 + weight)
    draws = np.where(rng.random(2*number) < dipole_share,
                     rng.gamma(1.0, size=2*number),
                     rng.gamma(1.5, size=2*number))
    energy = draws[draws > FLOOR][:number] * KT
    assert len(energy) == number
    fraction = OVERSIZE * rng.permutation(
        (np.arange(number) + rng.random(number)) / number)
    b2_locked = locked_b2(energy, a)
    b2 = fraction * b2_locked
    start2 = start_factor**2 * OVERSIZE * b2_locked
    zero = np.zeros(number)
    pos = np.array([np.sqrt(b2), zero, -np.sqrt(start2 - b2)])
    vel = np.array([zero, zero, np.sqrt(2 * energy / MASS)])
    axis = rng.normal(size=(3, number))
    axis /= np.sqrt(dot(axis, axis))
    rate = rng.normal(size=(3, number)) * np.sqrt(kt_rot / INERTIA)
    rate -= axis * dot(axis, rate)
    initial = total_energy(pos, vel, axis, rate, a)
    label = np.arange(number)
    captured = np.zeros(number, dtype=bool)
    errors = []
    for _ in range(60000):
        r = np.sqrt(dot(pos, pos))
        speed = np.sqrt(dot(vel, vel))
        spin = np.sqrt(dot(rate, rate))
        step = 1 / ((25*speed + 8*np.sqrt(a/INERTIA)) / r + 4*spin)
        half = step / 2
        pos = pos + vel * half
        axis, rate = rotate(axis, rate, half)
        r2 = dot(pos, pos)
        r = np.sqrt(r2)
        r3 = r2 * r
        along = dot(axis, pos)
        force = a*axis/r3 - pos*(3*a*along/(r3*r2) + 2*P/r2**3)
        vel = vel + force * (step / MASS)
        rate = rate + (pos - axis*along) * (a*step/(INERTIA*r3))
        pos = pos + vel * half
        axis, rate = rotate(axis, rate, half)
        r2 = dot(pos, pos)
        radial = dot(pos, vel) / np.sqrt(r2)
        hit = r2 < CONTACT**2
        # Enough outward energy to escape even a fully locked dipole
        gone = (~hit) & (radial > 0) & (
            0.5*MASS*radial**2 > a/r2 + P/(2*r2**2))
        done = hit | gone
        if done.any():
            captured[label[hit]] = True
            if gone.any():
                final = total_energy(pos[:, gone], vel[:, gone],
                                     axis[:, gone], rate[:, gone], a)
                errors.extend(np.abs(final - initial[gone]) / KT)
            keep = ~done
            pos, vel = pos[:, keep], vel[:, keep]
            axis, rate = axis[:, keep], rate[:, keep]
            initial, label = initial[keep], label[keep]
            if len(label) == 0:
                break
    undecided = len(label) / number
    captured[label] = True
    p_cap = captured.mean()
    error = OVERSIZE * np.sqrt(p_cap * (1 - p_cap) / number)
    beyond = np.mean(fraction[captured] > 1)
    edge = np.mean(fraction[captured] > 0.95 * OVERSIZE)
    assert undecided < 0.005
    assert edge < 0.03
    assert np.median(errors) < 0.02
    return OVERSIZE*p_cap, error, beyond, np.median(errors)


N_HOT, N_COLD = 3000, 1500
no_dipole = run_trajectories(1500, 0.0, 0.0, 3.0, 11)
hot = run_trajectories(N_HOT, A, KT, 2.5, 12)
cold = run_trajectories(N_COLD, A, 0.0, 30.0, 13)
assert abs(no_dipole[0] - 1) < 0.02
assert hot[0] + 5 * hot[1] < 1
assert hot[0] < bound_ratio
assert abs(cold[0] - 1) < 0.15
assert cold[0] - hot[0] > 5 * np.hypot(cold[1], hot[1])

# Interval that includes the unsampled low energies
share_dipole = 1 - k_langevin / k_locked
omitted = (share_dipole * gammainc(1.0, FLOOR)
           + (1 - share_dipole) * gammainc(1.5, FLOOR))
ratio_low = hot[0] * (1 - omitted)
ratio_high = ratio_low + omitted
assert ratio_high < 1

# Neglected effects and reactor numbers
k_contact = thermal_rate(CONTACT)
e_contact = P / (2 * CONTACT**4)
r_star = (P / (2 * KT))**0.25
b_locked = np.sqrt(locked_b2(KT))
rot_const = sc.hbar**2 / (
    2 * INERTIA * sc.atomic_mass * 1e-20) / sc.e
l_max = b_locked * 1e-10 * np.sqrt(
    2 * MASS * sc.atomic_mass * KT * sc.e) / sc.hbar
e_fast = ION_ENERGY * MOL_MASS / (ION_MASS + MOL_MASS)
k_fast = (np.sqrt(2 * e_fast / MASS) * np.pi
          * capture_b2(e_fast, CONTACT)[0] * TO_CGS)
density = PRESSURE * sc.torr / (sc.k * TEMP) * 1e-6
spacing = density**(-1/3) * 1e8

print(f"ion mass, molecule mass: {ION_MASS:.0f}, {MOL_MASS:.0f} u")
print(f"reduced mass: {MASS:.1f} u")
print(f"dipole: {DIPOLE:.2f} e angstrom")
print(f"polarizability: {ALPHA:.1f} angstrom^3")
print(f"moment of inertia: {INERTIA:.1f} u angstrom^2")
print(f"gas temperature: {TEMP:.0f} K")
print(f"thermal energy kT: {KT:.5f} eV")
print(f"Coulomb constant C: {C:.4f} eV angstrom")
print(f"A = C*D: {A:.4f} eV angstrom^2")
print(f"P = C*alpha: {P:.3f} eV angstrom^4")
print(f"dipole parameter x: {x_par:.3f} (no unit)")
print(f"at E=kT, dipole part of b^2: {A/KT:.1f} angstrom^2")
print(f"at E=kT, induced part of b^2: {np.sqrt(2*P/KT):.1f} angstrom^2")
print(f"at E=kT, locked capture b: {b_locked:.2f} angstrom")
print(f"at E=kT, locked barrier radius: {r_star:.2f} angstrom")
print(f"Langevin rate: {k_langevin:.3e} cm^3/s")
print(f"dipole term of locked rate: {k_locked-k_langevin:.3e} cm^3/s")
print(f"locked rate, closed form: {k_locked:.3e} cm^3/s")
print(f"locked rate, quadrature: {k_quadrature:.3e} cm^3/s")
print(f"locked rate: {k_locked_au:.4f} atomic units")
print(f"locked/Langevin: {k_locked/k_langevin:.3f} (no unit)")
print(f"flux-bound radius: {r_bound:.2f} angstrom")
print(f"y on that sphere: {y_bound:.3f} (no unit)")
print(f"mean cos(theta) on that sphere: {alignment:.3f} (no unit)")
print(f"flux upper bound: {k_bound:.3e} cm^3/s")
print(f"flux bound/locked: {bound_ratio:.3f} (no unit)")
print(f"x above which bound < locked: {x_threshold:.3f} (no unit)")
print(f"trajectories, thermal and resting rotors: {N_HOT}, {N_COLD}")
print(f"lowest sampled E/kT: {FLOOR:.2f} (no unit)")
print(f"no dipole, trajectory/Langevin: {no_dipole[0]:.3f} (no unit)")
print(f"thermal rotors/locked: {hot[0]:.3f} +- {hot[1]:.3f} (no unit)")
print(f"resting rotors/locked: {cold[0]:.3f} +- {cold[1]:.3f} (no unit)")
print(f"thermal captures beyond locked b: {100*hot[2]:.2f} %")
print(f"resting captures beyond locked b: {100*cold[2]:.2f} %")
print(f"median energy error, thermal run: {hot[3]:.1e} kT")
print(f"locked-rate share below sampled E: {100*omitted:.2f} %")
print(f"full thermal ratio, low end: {ratio_low:.3f} (no unit)")
print(f"full thermal ratio, high end: {ratio_high:.3f} (no unit)")
print(f"thermal capture, low end: {ratio_low*k_locked:.2e} cm^3/s")
print(f"thermal capture, high end: {ratio_high*k_locked:.2e} cm^3/s")
print(f"pressure of polar gas: {PRESSURE:.3f} Torr")
print(f"gas density: {density:.3e} cm^-3")
print(f"locked capture frequency: {density*k_locked:.3e} s^-1")
print(f"thermal frequency, low end: {density*ratio_low*k_locked:.2e} s^-1")
print(f"thermal frequency, high end: {density*ratio_high*k_locked:.2e} s^-1")
print(f"contact distance: {CONTACT:.1f} angstrom")
print(f"E where barrier meets contact: {e_contact:.3f} eV")
print(f"contact change of locked rate: {100*(k_contact/k_locked-1):.3f} %")
print(f"model quadrupole: {QUADRUPOLE:.1f} e angstrom^2")
print(f"quadrupole/dipole at flux radius: {QUADRUPOLE/DIPOLE/r_bound:.3f}")
print(f"quadrupole/dipole at barrier: {QUADRUPOLE/DIPOLE/r_star:.3f}")
print(f"rotational constant: {rot_const:.2e} eV")
print(f"rotational constant/kT: {rot_const/KT:.2e} (no unit)")
print(f"largest captured orbital number at kT: {l_max:.0f} (no unit)")
print(f"mean neutral spacing: {spacing:.0f} angstrom")
print(f"presheath ion energy, laboratory: {ION_ENERGY:.2f} eV")
print(f"presheath relative energy: {e_fast:.2f} eV")
print(f"locked contact rate at that energy: {k_fast:.2e} cm^3/s")
print("every check passed")
```

Printed output:

```
ion mass, molecule mass: 40, 40 u
reduced mass: 20.0 u
dipole: 0.40 e angstrom
polarizability: 3.0 angstrom^3
moment of inertia: 20.0 u angstrom^2
gas temperature: 400 K
thermal energy kT: 0.03447 eV
Coulomb constant C: 14.3996 eV angstrom
A = C*D: 5.7599 eV angstrom^2
P = C*alpha: 43.199 eV angstrom^4
dipole parameter x: 3.338 (no unit)
at E=kT, dipole part of b^2: 167.1 angstrom^2
at E=kT, induced part of b^2: 50.1 angstrom^2
at E=kT, locked capture b: 14.74 angstrom
at E=kT, locked barrier radius: 5.00 angstrom
Langevin rate: 9.071e-10 cm^3/s
dipole term of locked rate: 3.416e-09 cm^3/s
locked rate, closed form: 4.323e-09 cm^3/s
locked rate, quadrature: 4.323e-09 cm^3/s
locked rate: 0.7057 atomic units
locked/Langevin: 4.766 (no unit)
flux-bound radius: 9.76 angstrom
y on that sphere: 1.754 (no unit)
mean cos(theta) on that sphere: 0.492 (no unit)
flux upper bound: 3.334e-09 cm^3/s
flux bound/locked: 0.771 (no unit)
x above which bound < locked: 0.318 (no unit)
trajectories, thermal and resting rotors: 3000, 1500
lowest sampled E/kT: 0.03 (no unit)
no dipole, trajectory/Langevin: 0.999 (no unit)
thermal rotors/locked: 0.477 +- 0.013 (no unit)
resting rotors/locked: 1.028 +- 0.018 (no unit)
thermal captures beyond locked b: 0.10 %
resting captures beyond locked b: 2.72 %
median energy error, thermal run: 9.0e-05 kT
locked-rate share below sampled E: 2.42 %
full thermal ratio, low end: 0.465 (no unit)
full thermal ratio, high end: 0.490 (no unit)
thermal capture, low end: 2.01e-09 cm^3/s
thermal capture, high end: 2.12e-09 cm^3/s
pressure of polar gas: 0.010 Torr
gas density: 2.414e+14 cm^-3
locked capture frequency: 1.044e+06 s^-1
thermal frequency, low end: 4.86e+05 s^-1
thermal frequency, high end: 5.11e+05 s^-1
contact distance: 3.0 angstrom
E where barrier meets contact: 0.267 eV
contact change of locked rate: 0.000 %
model quadrupole: 0.5 e angstrom^2
quadrupole/dipole at flux radius: 0.128
quadrupole/dipole at barrier: 0.250
rotational constant: 1.05e-04 eV
rotational constant/kT: 3.03e-03 (no unit)
largest captured orbital number at kT: 268 (no unit)
mean neutral spacing: 1606 angstrom
presheath ion energy, laboratory: 1.50 eV
presheath relative energy: 0.75 eV
locked contact rate at that energy: 1.68e-09 cm^3/s
every check passed
```
